Constant Resistance from a Supply Branch and a Decoupling Branch, part 2

A chip draws its current through metal with resistance R₁ and inductance L. Close to the load sits a decoupling capacitor C with series resistance R₂. The question is how the impedance Z = u/I seen by the load depends on frequency. The voltage source is ideal, so for changes the two branches are in parallel:

Z₁ = R₁ + sL,

Z₂ = R₂ + 1/(sC),

Z = Z₁Z₂/(Z₁ + Z₂).

Here s stands for jω, ω is the angular frequency, and sinusoidal quantities are complex amplitudes multiplying exp(jωt), with t the time. SI units are used, and μ₀ is the magnetic constant.

All changes are counted positive when the load draws more current: I is the increase of the load current, I_L that of the supply-path current, I_C the current delivered by the capacitor, u the droop, and y the fall of the capacitor's own voltage.

For equal resistances R, matched or not,

Z₁Z₂ = R² + L/C + R[sL + 1/(sC)],

Z₁ + Z₂ = 2R + [sL + 1/(sC)],

u = R I_L + L dI_L/dt,

u = RI + (y − RI_L),

w = y − RI_L,

and C dy/dt = I_C = I − I_L.

For positive resistances, Z is constant only if R₁ = R₂ = √(L/C). With τ = L/R = RC, the branches then carry the shares

I_L/I = 1/(1 + jωτ),

I_C/I = jωτ/(1 + jωτ).

The inductor and capacitor have reactances of equal size at ω₀ = 1/√(LC); the corresponding frequency is f₀. In a load step, I jumps from zero to I₀ at t = 0, with the network at rest before. The matched droop jumps to I₀R and stays there.

The example has L = 10 pH, C = 100 nF, R = 10 mΩ, τ = 1.0 ns, f₀ = 159 MHz, a 1.0 V supply and I₀ = 5.0 A, which gives a matched droop of 50 mV.

## Mismatch and a copper supply grid

The supply branch has impedance Z₁ = R₁ + sL and the decoupling branch Z₂ = R₂ + 1/(sC), with s = jω. They are in parallel, and Z is the impedance seen by the load. The droop u is the fall of the load voltage when the load current rises by I. If R₁ = R₂ = R = √(L/C), then Z = R at every frequency, u = RI from a steady start, and the common time constant is τ = L/R = RC. In the example L = 10 pH, C = 100 nF, R = 10 mΩ, τ = 1.0 ns and f₀ = 159 MHz. The supply gives 1.0 V and the load current steps by 5.0 A. It is convenient to write

Z₀ = √(L/C)

for the matching value, which depends on L and C alone, and r for a common resistance that may differ from it.

One might expect that less resistance always makes a better supply. To examine this, keep L and C fixed and let R₁ = R₂ = r. Define the net reactance around the loop of the two branches,

X = ωL − 1/(ωC),

so that sL + 1/(sC) = jX. The product and sum of the branches found earlier give

Z = (r² + Z₀² + jrX)/(2r + jX).

The squared magnitude of a quotient is the quotient of the squared magnitudes:

|Z|² = [(r² + Z₀²)² + r²X²]/(4r² + X²).

To separate the part that varies, write r²X² = r²(4r² + X²) − 4r⁴. The first piece cancels the denominator and leaves r². The remaining numerator is (r² + Z₀²)² − 4r⁴, a difference of squares with factors (Z₀² − r²) and (Z₀² + 3r²). Therefore

|Z|² = r² + (Z₀² − r²)(Z₀² + 3r²)/(4r² + X²).

The frequency enters only through X² in the denominator. The second term is thus largest in size where X = 0, at f₀, and fades away on both sides. There

|Z(f₀)| = (r² + Z₀²)/(2r).

If r is smaller than Z₀ the second term is positive and f₀ is a peak. If r is larger, the term is negative and f₀ is a dip.

With r at one quarter of the matching value, 2.5 mΩ, the peak is

|Z(f₀)| = (6.25 + 100)/(5.0) mΩ = 21.25 mΩ.

This is more than twice the matched impedance, although both resistors are four times smaller. With r = 20 mΩ the dip is (400 + 100)/40 = 12.5 mΩ, while the impedance far from f₀ is 20 mΩ. Both choices have a larger maximum than the matched network.

That holds for every other choice of positive resistances too, including unequal ones. At f₀ the branches are R₁ + jZ₀ and R₂ − jZ₀, since ω₀L = 1/(ω₀C) = Z₀. Their sum is R₁ + R₂, so

|Z(f₀)|² = (R₁² + Z₀²)(R₂² + Z₀²)/(R₁ + R₂)².

Multiply out the numerator and subtract Z₀²(R₁ + R₂)². The terms R₁²Z₀² and R₂²Z₀² cancel, and what remains is R₁²R₂² + Z₀⁴ − 2R₁R₂Z₀², a perfect square. Hence

|Z(f₀)|² = Z₀² + (R₁R₂ − Z₀²)²/(R₁ + R₂)².

The impedance at f₀ cannot be smaller than Z₀, and it equals Z₀ only if R₁R₂ = Z₀². In that case, if the two resistances differ, one of them exceeds Z₀, and the impedance approaches that larger value at one end of the frequency scale. The greatest value of |Z| over all frequencies is therefore least when R₁ = R₂ = Z₀. For given L and C, no choice of the two series resistors holds the impedance below √(L/C) throughout.

A single load step gives a different ranking, and it is worth working out why. With both resistances equal to r, the earlier equations become

u = rI₀ + w, where w = y − rI_L,

L dI_L/dt = rI₀ + y − 2rI_L,

C dy/dt = I₀ − I_L.

Here y is again the fall of the capacitor's own voltage. Differentiating the second equation and inserting the third gives

L d²I_L/dt² + 2r dI_L/dt + (I_L − I₀)/C = 0.

So I_L − I₀ obeys the equation of a damped oscillator. The second equation expresses y − rI₀ as L dI_L/dt + 2r(I_L − I₀), a combination of that same solution and its derivative, so it obeys the same linear equation. Since w is the difference (y − rI₀) − r(I_L − I₀), it does so as well:

L d²w/dt² + 2r dw/dt + w/C = 0.

At t = 0 both I_L and y are zero, so w(0) = 0. The initial slopes are dy/dt = I₀/C and dI_L/dt = rI₀/L, which give

dw/dt at t = 0: I₀/C − r²I₀/L = I₀(Z₀² − r²)/L.

For r = Z₀ both the initial value and the slope vanish and w stays zero, in agreement with the first half. For r < Z₀ the solution oscillates with decay rate α = r/L and angular frequency

ω_d = √(ω₀² − α²) = √(Z₀² − r²)/L.

The second form uses ω₀ = Z₀/L. The solution starting from zero is the initial slope divided by ω_d, times exp(−αt) sin(ω_d t), so

u(t) = I₀[r + √(Z₀² − r²) exp(−αt) sin(ω_d t)].

For r = 2.5 mΩ, α = 0.25 ns⁻¹ and ω_d = √(1 − 0.0625) = 0.968 ns⁻¹. The droop is greatest where the derivative of exp(−αt) sin(ω_d t) vanishes, that is, where tan(ω_d t) = ω_d/α = 3.87. The first such time is 1.36 ns. There the exponential is 0.712 and the sine is 0.968, so

u = 5.0 A × (2.5 + 9.68 × 0.712 × 0.968) mΩ = 45.9 mV.

Direct integration of the circuit equations gives the same peak and time. The droop then settles to 5.0 A × 2.5 mΩ = 12.5 mV. For one isolated step the low-resistance network is thus slightly better at its worst moment than the matched one, with 45.9 mV against 50 mV, and much better in the long run.

Its weakness appears when the load repeats its changes near f₀. Let the current vary sinusoidally between 0 and 5.0 A at that frequency, with mean 2.5 A and amplitude 2.5 A. After the start has died away, the mean droop is 2.5 A × 2.5 mΩ = 6.3 mV and the oscillating part has amplitude 2.5 A × 21.25 mΩ = 53.1 mV. The droop reaches 59.4 mV, and half a period later the load voltage stands 46.9 mV above its unloaded value. In the matched network u = RI, so for any current between 0 and 5.0 A the droop stays between 0 and 50 mV. The advantage of matching is that this range does not depend on the timing of the load. When the 5.0 A is switched off again after the droop has settled, the same oscillation appears with the opposite sign, and the load voltage rises to 45.9 − 12.5 ≈ 33 mV above its unloaded value. A designer who knows that the load changes only in isolated steps, with time between them for the oscillation to die away, may prefer the smaller resistance if this overshoot is acceptable.

Real branches depart from the ideal ones, and for small departures a general formula shows where each one matters. Differentiate Z = Z₁Z₂/(Z₁ + Z₂) with respect to Z₁ at fixed Z₂:

∂Z/∂Z₁ = [Z₂(Z₁ + Z₂) − Z₁Z₂]/(Z₁ + Z₂)² = Z₂²/(Z₁ + Z₂)².

The fraction Z₂/(Z₁ + Z₂) is the supply path's share of the current. By symmetry the other derivative is the square of the capacitor's share. With the matched shares, to first order in the errors,

δZ = δZ₁/(1 + jωτ)² + δZ₂[jωτ/(1 + jωτ)]².

An error in the resistance of the supply path therefore counts most at low frequency, and one in the resistance of the capacitor branch at high frequency. A small error in L or C changes a reactance that itself depends on frequency. The size of the resulting δZ is proportional to ω/(1 + ω²τ²), and the change of |Z|, which is the real part of δZ, to ω²/(1 + ω²τ²)². Both are largest at f₀ and vanish at both ends of the scale.

The example is now given the properties of a copper grid. All the following inputs are rough, and the deviations are taken between 1 MHz and 3 GHz. The first is heating. Copper's resistance rises by about 0.0039 of its value per kelvin. If the network is matched at 300 K and its copper runs at 375 K, with the capacitor branch unchanged, the supply resistance grows by

0.0039 × 75 × 10 mΩ = 2.9 mΩ.

At low frequency all of this appears in Z, which rises to 12.9 mΩ. The final droop after the 5.0 A step becomes 5.0 × 12.9 = 65 mV. The first instant is unaffected, because the current then comes through the capacitor's resistor. Above f₀ the factor 1/(1 + jωτ)² has a negative real part, and |Z| falls slightly below its matched value, to 9.7 mΩ at the lowest.

If instead the capacitance is 20% below its nominal value, the two resistances are still equal but L/C is 125 mΩ² instead of 100 mΩ². The peak formula gives

|Z| = (100 + 125)/20 = 11.25 mΩ,

an excess of 1.25 mΩ, at a resonance shifted to 178 MHz.

The capacitor also has some inductance of its own, taken here as L_e = 0.10 pH. At 3 GHz its reactance is 2π × 3×10⁹ × 0.10×10⁻¹² = 1.9 mΩ, and the computed deviation of Z from R is also 1.9 mΩ. There it is mostly reactive and changes the magnitude of Z very little. Over the whole band |Z| stays between 9.8 and 10.0 mΩ. The deviation is largest at the upper edge of the band and goes on growing beyond it. At sufficiently high frequency both branches are inductive and Z approaches jωLL_e/(L + L_e), which rises without limit. With any such inductance the constant impedance ends at some frequency.

Alternating current does not fill the metal evenly. Treat the supply resistance as copper sheet of thickness t = 3.0 µm and resistivity ρ = 1.7 µΩ cm, with the return current facing one side. Inside the sheet the magnetic field H obeys d²H/dx² = k²H with k² = jωμ₀/ρ, where x is the depth measured from the far side. There H = 0, so H is proportional to sinh(kx). The electric field is ρ dH/dx, and its ratio to H at the near face is the impedance of one square, ρk coth(kt). Dividing by the steady value ρ/t gives the factor

F = kt coth(kt) = 1 + (kt)²/3 − (kt)⁴/45 + …

The second term is imaginary and proportional to ω. It is an inductance, already counted in L. The third is the first true change of resistance. With the skin depth δ = √(2ρ/(ωμ₀)), (kt)² = 2jt²/δ², and the third term becomes +4(t/δ)⁴/45. At f₀ the skin depth is 5.2 µm, and the term is only about 0.01, or 0.1 mΩ. The supply path's squared share halves it. The full factor gives a largest deviation of 0.09 mΩ, near 800 MHz. Thicker metal would show more, since the term grows as t⁴ while t is below δ.

Electrons also tunnel through a thin capacitor dielectric. At 1.0 µF/cm² the capacitor needs 0.10 cm². Silicon dioxide of this capacitance is about 3.5 nm thick, and its tunnelling current at 1.0 V is very small. To have a deliberately high value, take a leakage of 1.0 A/cm², as might be found in a markedly thinner oxide. It gives 0.10 A at 1.0 V. Treated as ohmic, this is a conductance G = 0.10 S. At zero frequency this places about 10 Ω across the supply branch and lowers Z by about R²G = 0.01 mΩ. A tunnelling current rises faster than in proportion to the voltage, so the conductance for small changes is larger than this, but even ten times the value would lower Z by only 0.1 mΩ. Even this exaggerated leakage thus matters little for the impedance. It would consume 0.10 W, but the loss in a sound oxide of the stated capacitance is far smaller.

With these five effects present together, the largest deviation is 2.9 mΩ, again at low frequency, and |Z| ranges from 9.8 to 12.9 mΩ. Heating dominates for these inputs and this band. The ranking is not general: the mostly reactive deviation caused by L_e passes 2.9 mΩ near 4.7 GHz, and would do so just inside the band for L_e = 0.16 pH.

A die is also not a single point. Suppose that it consists of two equal halves, each with its own supply path and capacitor. Each half has 2R, 2L and C/2, which match because √(2L/(C/2)) = 2R. Let the halves be joined by one square of the copper sheet, of resistance ρ/t = 5.7 mΩ. If only one half draws current, it sees its own 2R in parallel with the other 2R reached through the sheet:

Z = 20 × 25.7/(20 + 25.7) mΩ = 11.2 mΩ.

Only the steady resistance of one sheet is counted here. The impedance then remains constant but is 12% higher; an equal resistance in the return path would make it 12.2 mΩ. A real sheet makes it vary with frequency. If the single square is given the factor F, with no external inductance, |Z| rises to 13.2 mΩ within the band, and the deviation from R exceeds that caused by heating above about 1.8 GHz. With no connection between the halves it would be 20 mΩ.

The load has so far been a current source. If it is instead a resistor that would draw 5.0 A at 1.0 V, its resistance is 200 mΩ, and the drooping voltage reduces its current. The droop is then 1.0 V × 10/(200 + 10) = 47.6 mV.

Set beside real chips, the 5.0 A step suits a small processor or one block of a larger one. A large processor can draw roughly a hundred amperes, and at the same 50 mV it would need an impedance near 0.5 mΩ, far below the example's value. Two idealizations remain. The source is not ideal, since the package, the board and the regulator have impedances of their own. The capacitor is not lumped, since it is spread over the die and reached through metal that has resistance. How far these move the result depends on the design and has not been computed here. Of the five effects combined above, with the inputs and band chosen, the heating of the copper moves the impedance most, by 29% at low frequency; at gigahertz frequencies the capacitor's inductance and the uneven placing of the load can matter as much or more. A network meant to be flat at its working temperature should therefore be matched with the resistance its copper has when warm. The numerical output gives the individual values.

Values computed for the example and the checks

```
Supply inductance L = 10.0 pH
Decoupling capacitance C = 100.0 nF
Supply voltage = 1.00 V
Load step = 5.0 A
Matching resistance R = 10.000 mohm
Time constant tau = 1.000 ns
Crossover frequency f0 = 159.2 MHz
Droop after step = 50.00 mV
Droop / supply voltage = 5.00 %
Steady loss in supply path = 0.250 W
Supply-path current at t = tau: 3.161 A
Capacitor current at t = tau: 1.839 A
Matched: f (MHz), |Z1|, |Z2|, |Z| (mohm), |I_L/I|, |I_C/I|
  15.9, 10.05, 100.50, 10.000, 0.9950, 0.0995
  159.2, 14.14, 14.14, 10.000, 0.7071, 0.7071
  1591.5, 100.50, 10.05, 10.000, 0.0995, 0.9950
Low-resistance comparison: R = 2.50 mohm
  peak |Z| at f0 = 21.25 mohm
  largest step droop = 45.85 mV
  time of largest droop = 1.36 ns
High-resistance comparison: R = 20.00 mohm
  lowest |Z| at f0 = 12.50 mohm
Rough inputs for neglected effects:
  copper resistivity = 1.70 uohm cm
  temperature coefficient = 0.0039 1/K
  temperatures = 300 K and 375 K
  copper thickness = 3.0 um
  skin depth at f0 = 5.20 um
  capacitor series inductance = 0.10 pH
  capacitance density = 1.0 uF/cm2
  capacitor area = 0.10 cm2
  leakage density = 1.0 A/cm2
  leakage current = 0.10 A
Band: 1 MHz to 3.0 GHz
Effect: largest |Z-R| (mohm), at f (MHz), range of |Z| (mohm)
  copper heated to 375 K: 2.925, 1.0, 9.716 to 12.925
  capacitance 20% low: 1.250, 177.8, 10.000 to 11.250
  capacitor inductance: 1.861, 3000.0, 9.828 to 10.000
  skin effect: 0.089, 802.0, 9.911 to 10.012
  tunnelling leakage: 0.010, 1.0, 9.990 to 10.001
  all five together: 2.908, 1.0, 9.785 to 12.908
Copper sheet resistance = 5.67 mohm per square
Load on one half: |Z| = 11.24 mohm
Resistive load = 200 mohm
Droop with resistive load = 47.62 mV
```
